# Electrostatic energy of a charged slab in a periodic cell

## First half: a fixed charge distribution in vacuum

A thin film with a charged defect can be modelled in a cell that repeats in all three directions. The cell has in-plane area $A$ and height $L$. It contains one period of the film, and the rest of its height is vacuum. If the film carries a net charge $q$, a uniform density $-q/(AL)$ is added throughout the cell to make it neutral. The problem is to find how the electrostatic energy per cell depends on $L$ when $A$, $q$ and the film are held fixed.

SI equations are used, with lengths in Å and energies in eV. The $z$ axis is normal to the film, $\mathbf R$ is the in-plane position, and the height vector of the cell is parallel to $z$. In this half the film is a given charge density $\rho(\mathbf R,z)$, which does not respond to the size of the cell. It is confined to a layer of thickness $w<L$, and its integral over one cell is $q$. The potential $\phi$ is periodic in all three directions. The energy is

$$E=\frac12\int_{\rm cell}\rho_{\rm tot}\,\phi\,d^3r,\qquad \rho_{\rm tot}=\rho-\frac{q}{AL}.$$

### (a) Which part of the charge feels the background?

Show that $E$ does not depend on the zero of potential. Then split the energy into in-plane Fourier components and find the components in which the background appears.

**Solution.** Replacing $\phi$ by $\phi+c$ changes the energy by $\frac12c\int\rho_{\rm tot}\,d^3r$. This is zero because the cell is neutral. A growth of $E$ with $L$ therefore cannot be removed by choosing another reference for the potential.

Let $\mathbf G$ be the in-plane reciprocal vectors, and define

$$\lambda_{\mathbf G}(z)=\int_A\rho(\mathbf R,z)\,e^{-i\mathbf G\cdot\mathbf R}\,d^2R .$$

The inverse relation is $\rho=A^{-1}\sum_{\mathbf G}\lambda_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf R}$. For $\mathbf G=0$ the function $\lambda_0(z)\equiv\lambda(z)$ is the charge per unit height, with $\int\lambda\,dz=q$.

The same transform of the background gives $-q/(AL)$ times $\int_Ae^{-i\mathbf G\cdot\mathbf R}d^2R$. That integral equals $A$ for $\mathbf G=0$ and vanishes otherwise. The background thus contributes $-q/L$ to the $\mathbf G=0$ component and nothing to the others.

Write $\phi=\sum_{\mathbf G}\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf R}$. Poisson's equation, $-\nabla^2\phi=\rho_{\rm tot}/\varepsilon_0$, separates into

$$-\phi_0''=\frac{\lambda-q/L}{\varepsilon_0A},\qquad -\phi_{\mathbf G}''+G^2\phi_{\mathbf G}=\frac{\lambda_{\mathbf G}}{\varepsilon_0A}\quad(\mathbf G\ne0).$$

In the energy, the in-plane integral of $e^{i(\mathbf G'-\mathbf G)\cdot\mathbf R}$ is $A$ when $\mathbf G'=\mathbf G$ and zero otherwise. This $A$ cancels the $1/A$ in the expansion of $\rho$, so

$$E=\frac12\int\Big(\lambda-\frac qL\Big)\phi_0\,dz+\frac12\sum_{\mathbf G\ne0}\int\lambda_{\mathbf G}^*\phi_{\mathbf G}\,dz .$$

The first term is called the planar energy and the second the lateral energy.

### (b) What is the planar response to a unit charge?

Find the function $g(u)$ of period $L$ and zero mean that satisfies $-g''=\delta(u)-1/L$.

**Solution.** For $0<u<L$ there is no delta function, so $g''=1/L$ and

$$g=\frac{u^2}{2L}+bu+c .$$

Periodicity requires $g(L)=g(0)$, that is $L/2+bL=0$, and so $b=-\frac12$. The slope just above $u=0$ is then $-\frac12$. The slope just below $u=0$ equals that just below $u=L$, which is $1-\frac12=+\frac12$. The slope falls by one across the charge, as the delta function demands.

The zero mean fixes $c$:

$$0=\int_0^Lg\,du=\frac{L^2}{6}-\frac{L^2}{4}+cL\quad\Rightarrow\quad c=\frac L{12}.$$

For $-L<u<0$, periodicity gives $g(u)=g(u+L)$, and expanding the square yields $u^2/(2L)+u/2+L/12$. Both ranges are covered by

$$g(u)=\frac L{12}-\frac{|u|}2+\frac{u^2}{2L},\qquad |u|\le L .$$

The middle term is the potential of an isolated charged plane, up to a factor. The last term comes from the curvature that the background produces. The first term is a constant, but it is not arbitrary: once the mean potential is zero, it measures how far the potential at the charge lies above the mean.

### (c) How does the planar energy depend on the height?

Evaluate the planar energy for any $\lambda(z)$ confined to the layer. Interpret the term that dominates at large $L$, and state what is left when $q=0$.

**Solution.** The potential

$$\phi_0(z)=\frac1{\varepsilon_0A}\int\lambda(z')\,g(z-z')\,dz'$$

satisfies the planar equation, because $-g''$ returns $\lambda(z)$ from the delta function and $-q/L$ from the constant. Its mean is zero, so the background term $-\frac12(q/L)\int\phi_0dz$ vanishes. Hence

$$E_{\rm pl}=\frac1{2\varepsilon_0A}\iint\lambda(z)\lambda(z')\,g(z-z')\,dz\,dz' .$$

All charge lies within a thickness $w<L$, so $|z-z'|<L$ and the polynomial form of $g$ may be used. Define the moments $p=\int z\lambda\,dz$ and $Q_2=\int z^2\lambda\,dz$. Expanding the square gives

$$\iint\lambda\lambda'(z-z')^2dz\,dz'=qQ_2-2p^2+qQ_2=2(qQ_2-p^2).$$

With the factor $1/(2L)$ from $g$, the result is

$$E_{\rm pl}=\frac1{2\varepsilon_0A}\left[\frac{q^2L}{12}-\frac12\iint\lambda\lambda'|z-z'|\,dz\,dz'+\frac{qQ_2-p^2}{L}\right].$$

The second term does not contain $L$ and the third decays. The first grows without limit:

$$E_{\rm pl}\simeq\frac{q^2L}{24\varepsilon_0A}.$$

The vacuum thickness differs from $L$ by the fixed thickness of the film, so the energy has this same slope when plotted against the vacuum thickness.

The field shows where the energy is stored. For a thin sheet, $-\phi_0'$ at a height $u$ above the sheet is

$$\mathcal E(u)=\frac q{\varepsilon_0A}\left(\frac12-\frac uL\right),\qquad0<u<L .$$

Near the sheet the field has the magnitude $q/(2\varepsilon_0A)$ set by Gauss's law, whatever the value of $L$. The background compensates it gradually, and it reaches zero midway between neighbouring sheets. The field energy is

$$\frac{\varepsilon_0A}2\int_0^L\mathcal E^2du=\frac{q^2}{2\varepsilon_0A}\,L\int_{-1/2}^{1/2}t^2\,dt=\frac{q^2L}{24\varepsilon_0A},$$

where $t=\frac12-u/L$. A taller cell holds a field of the same strength in a proportionally larger volume.

For $q=e$ and $A=100$ Å$^2$, with $e^2/\varepsilon_0=180.95$ eV Å, the slope is

$$\frac{180.95}{24\times100}=0.0754\ \text{eV/Å}.$$

If $q=0$, the linear term is absent and the dependence on height is $-p^2/(2\varepsilon_0AL)$. Charges $+e$ and $-e$ separated by 1.5 Å in height, in the same area, give between $L=40$ and 80 Å a change of

$$-\frac{180.95\times1.5^2}{200}\left(\frac1{80}-\frac1{40}\right)=0.0254\ \text{eV}.$$

The energy of a neutral film with a dipole therefore converges as the vacuum grows, though only as $1/L$.

### (d) Can the lateral components alter the growth?

Find the periodic response for $\mathbf G\ne0$ and compare it with the response of a single film in infinite space.

**Solution.** The function required satisfies $-g_G''+G^2g_G=\delta(u)$ with period $L$. Away from the charge it is a combination of $e^{Gu}$ and $e^{-Gu}$. It is even about $u=0$ and periodic, so it is also even about $u=L/2$. This leaves $g_G=B\cosh[G(L/2-|u|)]$. The slope must fall by one at the origin. The slopes on the two sides are $\mp BG\sinh(GL/2)$, so $2BG\sinh(GL/2)=1$ and

$$g_G(u)=\frac{\cosh[G(L/2-|u|)]}{2G\sinh(GL/2)},\qquad|u|\le L .$$

For an isolated film the decaying solution is $e^{-G|u|}/(2G)$. To subtract it, set $\alpha=GL/2$ and $\beta=G|u|$. The difference is

$$\frac{\cosh(\alpha-\beta)-e^{-\beta}\sinh\alpha}{2G\sinh\alpha}.$$

Written in exponentials, the numerator is

$$\tfrac12\left(e^{\alpha-\beta}+e^{\beta-\alpha}-e^{\alpha-\beta}+e^{-\alpha-\beta}\right)=e^{-\alpha}\cosh\beta .$$

Since $\sinh\alpha=\frac12e^{\alpha}(1-e^{-2\alpha})$, the difference becomes

$$g_G(u)-\frac{e^{-G|u|}}{2G}=\frac{e^{-GL}\cosh(Gu)}{G\,(1-e^{-GL})}.$$

Within the layer $|u|\le w$, so $\cosh(Gu)\le e^{Gw}$ and the difference is at most of order $e^{-G(L-w)}$. The lateral energy therefore tends exponentially to a constant, at least as fast as $e^{-G_1(L-w)}$, where $G_1$ is the length of the shortest nonzero $\mathbf G$. The size of the deviation is controlled by the gap $L-w$ between neighbouring charge layers, not by $L$ alone. It cannot supply a term linear in $L$, nor one in $1/L$.

The size of this effect is easily found for a single Gaussian charge $q=e$ of standard deviation $s=0.8$ Å in a square area of side 10 Å. Its transform obeys $|\lambda_{\mathbf G}|^2\propto e^{-G^2s^2}$. The height difference $u$ of two points drawn from the Gaussian has variance $2s^2$, so the average of $\cosh(Gu)$ is $e^{G^2s^2}$. The two factors cancel, and the finite-height part of the lateral energy is

$$\frac{e^2}{2\varepsilon_0A}\sum_{\mathbf G\ne0}\frac{e^{-GL}}{G(1-e^{-GL})}.$$

The Gaussian tails beyond one cell height are negligible here. Summed numerically, the expression gives 0.0114 eV at $L=10$ Å and 0.00047 eV at $L=15$ Å. The lateral part settles within a few more ångströms, while the planar part continues to grow.

### (e) What does a full three-dimensional sum give?

Take Gaussian charges $+2e$ at $(0,0,0)$ and $-e$ at $(2,3,1.5)$ Å, with $s=0.8$ Å and $A=100$ Å$^2$. Write their energy as a sum over three-dimensional reciprocal vectors $\mathbf k$, and extract the linear coefficient from values at three heights.

**Solution.** Let $\tilde\rho(\mathbf k)=\int_{\rm cell}\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$. Poisson's equation gives the potential coefficients $\tilde\rho/(\varepsilon_0ALk^2)$ for $\mathbf k\ne0$. The background removes the $\mathbf k=0$ charge. Inserting these coefficients in the energy yields

$$E=\frac1{2\varepsilon_0AL}\sum_{\mathbf k\ne0}\frac{|\tilde\rho(\mathbf k)|^2}{k^2},\qquad\tilde\rho=e^{-k^2s^2/2}\sum_jq_je^{-i\mathbf k\cdot\mathbf r_j}.$$

Direct summation gives 16.87628, 19.19638 and 23.74926 eV at $L=30$, 60 and 120 Å. These values include the self-energies of the Gaussians, which do not depend on $L$.

By parts (c) and (d), the energy has the form $aL+b+C/L$ apart from exponentially small terms. The two successive differences are

$$30a-\frac C{60}=2.32010\ \text{eV},\qquad60a-\frac C{120}=4.55288\ \text{eV}.$$

Twice the second minus the first eliminates $C$:

$$90a=6.78566\ \text{eV},\qquad a=0.0754\ \text{eV/Å}.$$

This is the slope found in part (c) for net charge $e$. The separate charges $2e$ and $-e$ do not matter to the slope, but they do affect $b$ and $C$.

### (f) Does the energy diverge if the area grows too?

Consider cells of fixed shape, with $L=r\sqrt A$, and let both dimensions grow.

**Solution.** The term found in part (c) becomes

$$\frac{q^2L}{24\varepsilon_0A}=\frac{q^2r}{24\varepsilon_0\sqrt A},$$

which tends to zero. At fixed area the charge per unit area $q/A$ stays constant, and the term grows with $L$. In cells of fixed shape the film becomes ever more weakly charged.

The other terms also change with $A$, so this term alone is not the whole finite-size energy. For one charge much smaller than the cell, the interaction with its images and the background can depend on $q^2/\varepsilon_0$ and the cell size alone, apart from a number set by the shape. By dimensions it must then scale as $1/L$. The reciprocal sum for one Gaussian charge $e$ in a cubic cell, less its self-energy in free space $e^2/(8\pi^{3/2}\varepsilon_0s)$, gives $-1.014$ eV at $L=20$ Å and $-0.510$ eV at $L=40$ Å. The magnitude nearly halves when $L$ doubles. The negative sign shows that terms other than the positive linear one prevail in this shape of cell.

## Second half: a polarizable film and the binding of its charge

The cell has area $A$ and height $L$, and the film has net charge $q$, neutralized by the uniform density $-q/(AL)$. Only the planar component, $\mathbf G=0$, contains the background. For a fixed charge density in vacuum, the first half gave

$$E=\frac{q^2L}{24\varepsilon_0A}+E_0+\frac CL+\text{exponentially small terms},$$

with $E_0$ and $C$ independent of $L$. At a height $u$ above a thin sheet the planar field is $(q/\varepsilon_0A)(\frac12-u/L)$ for $0<u<L$. The numerical value $e^2/\varepsilon_0=180.95$ eV Å is used again.

A real film polarizes, and its polarization changes with the field. The film is now a linear dielectric of thickness $d$ and relative permittivity $\varepsilon$, occupying $|z|<d/2$. The vacuum thickness is $v=L-d$. The charge $q$ is an added, or free, charge; the polarization charge is accounted for by $\varepsilon$. The uniform background also passes through the film.

### (g) What fixes the field in a polarizable film?

Place the free charge on a sheet at height $z_0$ within the film. Express the planar energy through integrals over one period, using the condition that the potential is periodic.

**Solution.** Let $\sigma=q/A$ and $u=z-z_0$. The displacement field obeys $D'=\sigma\delta(u)-\sigma/L$. Its general periodic solution is

$$D=\sigma F(u)+D_0,\qquad F(u)=\frac12-\frac uL\quad(0<u<L),$$

with $F(-u)=-F(u)$. Gauss's law leaves the constant $D_0$ free. The potential must return to the same value after one period, so the integral of the electric field $D/(\varepsilon_0\varepsilon)$ vanishes. Here $\varepsilon(z)$ is $\varepsilon$ in the film and 1 outside. This gives

$$\sigma I_1+D_0I_0=0,\qquad I_0=\int\frac{dz}{\varepsilon(z)},\quad I_1=\int\frac{F\,dz}{\varepsilon(z)} .$$

The energy, including the work of polarizing the film, is one half of the integral of free charge times potential. Integration by parts turns it into

$$E_{\rm pl}=\frac A{2\varepsilon_0}\int\frac{D^2}{\varepsilon(z)}dz,$$

with no boundary term, because $D$ and the potential are periodic. With $I_2=\int F^2dz/\varepsilon(z)$, the integral is $\sigma^2I_2+2\sigma D_0I_1+D_0^2I_0$. Inserting $D_0=-\sigma I_1/I_0$ makes the last two terms $-2\sigma^2I_1^2/I_0+\sigma^2I_1^2/I_0$, and therefore

$$E_{\rm pl}=\frac{q^2}{2\varepsilon_0A}\left[I_2-\frac{I_1^2}{I_0}\right].$$

The same $D_0$ also minimizes the energy, since setting the derivative with respect to $D_0$ to zero reproduces the periodicity condition.

### (h) Does the permittivity change the growth?

Evaluate the three integrals. Identify the slope and the constant at large $L$, and examine the limits of no polarization and of a perfect conductor.

**Solution.** Let $\kappa=1-1/\varepsilon$. Then $1/\varepsilon(z)$ equals 1 everywhere, less $\kappa$ inside the film. Over a full period $\int F^2dz=L/12$ and $\int F\,dz=0$, so

$$I_0=L-\kappa d,\qquad I_1=-\kappa\int_{\rm film}F\,dz,\qquad I_2=\frac L{12}-\kappa\int_{\rm film}F^2dz .$$

The film extends a distance $a_+=d/2-z_0$ above the sheet and $a_-=d/2+z_0$ below it. The contributions to $\int F\,dz$ from the two sides have opposite signs:

$$\int_{\rm film}F\,dz=\frac{a_+-a_-}2-\frac{a_+^2-a_-^2}{2L}=-z_0\left(1-\frac dL\right),$$

because $a_+-a_-=-2z_0$ and $a_++a_-=d$. The contributions to $\int F^2dz$ add, and each is

$$\int_0^a\left(\frac12-\frac uL\right)^2du=\frac a4-\frac{a^2}{2L}+\frac{a^3}{3L^2}.$$

The planar energy is therefore

$$E_{\rm pl}=\frac{q^2}{2\varepsilon_0A}\left[\frac L{12}-\kappa\sum_{a=a_\pm}\left(\frac a4-\frac{a^2}{2L}+\frac{a^3}{3L^2}\right)-\frac{\kappa^2z_0^2(1-d/L)^2}{L-\kappa d}\right].$$

At large $L$ the last term decays as $1/L$, and the sum tends to $(a_++a_-)/4=d/4$. This leaves

$$E_{\rm pl}\to\frac{q^2L}{24\varepsilon_0A}-\frac{q^2\kappa d}{8\varepsilon_0A}.$$

The slope contains neither $\varepsilon$ nor $z_0$. Polarization changes the field in the vacuum only through the constant $D_0$, which decays as $1/L$. The rest of the field there is fixed by the net charge. Within the film, at large $L$, the vacuum energy density $\sigma^2/(8\varepsilon_0)$ is reduced by the fraction $\kappa$. Multiplication by the volume $Ad$ gives the constant above.

With $\varepsilon=1$ all the corrections vanish, and the result for a thin sheet in vacuum returns. For a sheet at the centre, $a_\pm=d/2$ and

$$E_{\rm pl}=\frac{q^2}{2\varepsilon_0A}\left[\frac L{12}-\kappa\left(\frac d4-\frac{d^2}{4L}+\frac{d^3}{12L^2}\right)\right].$$

In the conducting limit, $\kappa=1$, the bracket becomes $(L-d)^3/(12L^2)$, since the field energy is then confined to the vacuum. For a sheet off centre in the same limit, the terms in $z_0^2$ are

$$z_0^2\left(\frac1L-\frac d{L^2}-\frac{L-d}{L^2}\right)=0 .$$

The energy of a conductor does not depend on where inside it the charge was placed.

### (i) Do the lateral components still converge?

Let the free charge lie in the plane $z_0=0$ with some in-plane structure. Find how its potential at wavevector $G\ne0$ depends on the vacuum thickness.

**Solution.** Take a unit source, so that the potential satisfies $-(\varepsilon\phi')'+\varepsilon G^2\phi=\delta(z)$. The geometry is even about the film centre and about the middle of the vacuum. In the vacuum above the film, $\phi$ is thus proportional to $\cosh[G(L/2-z)]$, and at the surface

$$\phi'=-GT\phi,\qquad T=\tanh\frac{Gv}2 .$$

The vacuum thickness affects the film only through $T$. For $0<z<d/2$ the source requires $\varepsilon\phi'(0^+)=-\frac12$, so

$$\phi=\phi(0)\cosh Gz-\frac{\sinh Gz}{2\varepsilon G}.$$

At the surface $\varepsilon\phi'$ is continuous, which means that its value inside equals $-GT\phi$. Divide this condition by $\cosh(Gd/2)$ and write $\tau=\tanh(Gd/2)$:

$$\varepsilon G\tau\,\phi(0)-\frac12=-GT\phi(0)+\frac{T\tau}{2\varepsilon}
\quad\Rightarrow\quad
\phi(0)=\frac{\varepsilon+T\tau}{2G\varepsilon(\varepsilon\tau+T)} .$$

An isolated film has $T=1$. In the difference from that limit, the numerator over the common denominator is

$$(\varepsilon+T\tau)(\varepsilon\tau+1)-(\varepsilon+\tau)(\varepsilon\tau+T)=\varepsilon(1-T)(1-\tau^2).$$

It follows that

$$\phi(0)-\phi(0)\big|_{T=1}=\frac{(1-T)(1-\tau^2)}{2G(\varepsilon\tau+T)(\varepsilon\tau+1)},\qquad1-T=\frac{2e^{-Gv}}{1+e^{-Gv}} .$$

For free charge in the central plane, the lateral energy thus converges at least as fast as $e^{-G_1v}$. For a square area of side 10 Å, $G_1=2\pi/10$ Å$^{-1}$. Increasing the vacuum from 10 to 20 Å then multiplies the slowest deviation by about $e^{-10G_1}=0.0019$. The linear growth is again confined to the planar part.

### (j) What happens in a model film?

Take $A=100$ Å$^2$, $d=10$ Å, $\varepsilon=10$ and $q=+e$ at the film centre. These are round model values. They correspond to $10^{14}$ charges per cm$^2$. In a tall cell the field is $e/(2\varepsilon_0A)=0.90$ V/Å in the vacuum near the film and one tenth of that, about 9 MV/cm, inside it. This is of the order of the breakdown field of good oxide insulators, so a constant $\varepsilon$ is an assumption of the model here and need not hold for a real film at this charge density. Find the planar energy and see how quickly it approaches its limiting slope.

**Solution.** Here $\kappa=0.9$ and $e^2/(2\varepsilon_0A)=180.95/200=0.9048$ eV/Å. At $L=40$ Å the formula of part (h) gives

$$0.9048\left[3.3333-0.9(2.5000-0.6250+0.0521)\right]=1.447\ \text{eV}.$$

Other heights follow in the same way. The remainder is the energy less the linear term, formed before rounding.

| $L$ (Å) | Energy (eV) | Linear term (eV) | Remainder (eV) |
|---:|---:|---:|---:|
| 20 | 0.320 | 1.508 | −1.187 |
| 30 | 0.829 | 2.262 | −1.433 |
| 40 | 1.447 | 3.016 | −1.569 |
| 80 | 4.240 | 6.032 | −1.792 |
| 160 | 10.152 | 12.063 | −1.911 |

The limiting remainder is

$$-\frac{180.95\times0.9\times10}{8\times100}=-2.036\ \text{eV}.$$

It is approached slowly, because the next term is $+e^2\kappa d^2/(8\varepsilon_0AL)$. The mean slope between 20 and 30 Å is $(0.829-0.320)/10=0.051$ eV/Å, well below the limiting 0.0754 eV/Å. Between 80 and 160 Å it is 0.074 eV/Å. For this film a straight line through energies from small cells would therefore give too small a slope, even though the lateral part has nearly converged. The sign of the error follows the sign of the $1/L$ term and depends on the charge distribution: the pair of part (e) gives $2.32010/30=0.0773$ eV/Å between 30 and 60 Å, which is too large.

Subtracting the linear term leaves a finite number, but that number is not the absolute energy of an isolated charged film. Such a film, infinite in its plane and charged in every period, has a field that does not decay with distance, and its field energy is infinite. The constant refers to the convention in which an isolated plane has the kernel $-|u|/2$. When two states with the same $q$, $A$ and $L$ are compared, the linear term cancels from their energy difference.

### (k) Can a negative film keep its electron?

So far the charge has been held in the film. Let $q=-e$, with the charge at the centre, and let $I$ be the energy, per electron, needed to bring a small fraction of an electron from the charged film to a point just outside its surface. Take $I$ as independent of $L$. Treat the electron density as continuous, as in a mean-field calculation, and neglect confinement energy and exchange-correlation in the vacuum. Find the height at which charge begins to leave.

**Solution.** The background is now positive. Outside the film, the force on an electron points away from the surface and has magnitude $(e^2/\varepsilon_0A)(\frac12-z/L)$. From the surface to mid-vacuum the potential energy of the electron falls by

$$\Delta U=\frac{e^2}{\varepsilon_0A}\int_{d/2}^{L/2}\left(\frac12-\frac zL\right)dz .$$

With $t=L/2-z$ the integrand is $t/L$ and $t$ runs from 0 to $v/2$, so

$$\Delta U=\frac{e^2(L-d)^2}{8\varepsilon_0AL}.$$

Moving a small fraction of the electron to mid-vacuum costs $I-\Delta U$ per electron. Spilling starts when this becomes negative. Setting $\Delta U=I$ and $b=8\varepsilon_0AI/e^2$ gives $(L-d)^2=bL$, or

$$L^2-(2d+b)L+d^2=0 .$$

The product of the roots is $d^2$, so the smaller root lies below $d$ and is not a possible cell height. The larger root is

$$L=d+\frac b2+\sqrt{bd+\frac{b^2}4}.$$

For the model film with $I=4$ eV, $b=8\times100\times4/180.95=17.68$ Å, and

$$L=10+8.84+\sqrt{176.8+78.2}=34.8\ \text{Å}.$$

The corresponding vacuum thickness is 24.8 Å. The fall in potential energy is 3.0 eV at $L=30$ Å and 5.1 eV at $L=40$ Å, on either side of the assumed $I$. Confinement of the electron in the vacuum adds to the cost and would move the threshold to larger $L$. The sign of the neglected exchange-correlation effect is not determined here.

Beyond the threshold, the linear law no longer describes the lowest energy in this model. To see that the energy then stays bounded, spread the whole electron uniformly over the vacuum and leave a neutral film. The background charge inside the film is $+ed/L$, and the vacuum holds the opposite net charge. The displacement field is largest at the surfaces, where its magnitude is $ed/(2AL)$. The electrostatic energy is therefore no more than

$$\frac{AL}{2\varepsilon_0}\left(\frac{ed}{2AL}\right)^2=\frac{e^2d^2}{8\varepsilon_0AL},$$

which vanishes as $L$ grows. The cost of removing the electron from the film remains, but it is finite. For a negative film the linear divergence is thus a property of the state with bound charge. For a positive film the background is negative and drives electrons back towards the surface, so this route of escape is closed.
